# Threshold mass for an impurity mode above a cubic phonon band: verification in Python

```python
# Result under test: in a scalar simple cubic lattice (host mass M, nearest-neighbour
# springs K) an impurity of mass ratio mu = M'/M binds a mode above the band
# if and only if mu < 1 - 1/(6 W), W = Watson's integral = <1/(3-cos kx-cos ky-cos kz)>.
# Symbols: eps = 1 - mu; s = (mode frequency / band-top frequency)^2;
# F(s) = <1/(1 - x_k/s)>, x_k = squared host frequency / squared band-top frequency;
# a bound mode obeys F(s) = 1/eps.  p = share of kinetic energy on the impurity.
import itertools
from math import comb, pi, sqrt, tanh
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.sparse import coo_matrix, diags
from scipy.sparse.linalg import eigsh
from scipy.special import gamma, i0e


def bessel_integral(delta, power=0):
    """Integral over t of t^power exp(-delta t) [exp(-t) I0(t)]^3."""
    def integrand(v):
        y = v / (1 - v)            # t = y^2 maps the long tail to a finite range
        t = y * y
        return 2 * y * t**power * np.exp(-delta * t) * i0e(t)**3 / (1 - v)**2
    return quad(integrand, 0, 1, epsabs=1e-12, epsrel=1e-11, limit=400)[0]


def F(s):
    return 6 * s * bessel_integral(6 * (s - 1))


def bound_s(mu):
    return brentq(lambda s: F(s) - 1 / (1 - mu), 1.0, 50.0, xtol=1e-14)


def lattice_top(L, mu, sites=((0, 0, 0),), spring=1.0):
    """Highest mode of a periodic L^3 lattice with impurities: s, mass-weighted vector."""
    index = np.arange(L**3).reshape(L, L, L)
    defects = [index[site] for site in sites]
    mass = np.ones(L**3)
    mass[defects] = mu
    left = np.tile(index.ravel(), 3)
    right = np.concatenate([np.roll(index, -1, axis=a).ravel() for a in range(3)])
    k = np.where(np.isin(left, defects) | np.isin(right, defects), spring, 1.0)
    off = coo_matrix((-k, (left, right)), shape=(L**3, L**3)).tocsr()
    diagonal = np.bincount(left, k, L**3) + np.bincount(right, k, L**3)
    scale = diags(1 / np.sqrt(mass))
    matrix = (scale @ (off + off.T + diags(diagonal)) @ scale).tocsr()
    start = ((-1.0)**np.indices((L, L, L)).sum(axis=0)).ravel() / L**1.5
    start[defects] += 1.0
    value, vector = eigsh(matrix, k=1, which='LA', v0=start, ncv=40, tol=1e-11)
    return value[0] / 12, vector[:, 0]


# ---- Watson's integral by four roads ----
W = bessel_integral(0.0)
W_gamma = sqrt(6) / (96 * pi**3) * np.prod(gamma(np.array([1, 5, 7, 11]) / 24))


def mesh_W(n):
    c = np.cos((np.arange(n) + 0.5) * pi / n)
    return np.mean(1 / (3 - c[:, None, None] - c[None, :, None] - c[None, None, :]))


W_mesh = 2 * mesh_W(120) - mesh_W(60)      # removes the 1/n error of the 1/q^2 peak


def return_probability(n):
    walks = comb(2 * n, n) * sum(comb(n, j)**2 * comb(2 * j, j) for j in range(n + 1))
    return walks / 6**(2 * n)


n_walk = 20
walk_sum = sum(return_probability(n) for n in range(n_walk + 1))
walk_tail = 4 * (3 / (4 * pi))**1.5 / sqrt(n_walk + 0.5)
assert abs(W - W_gamma) < 1e-9
assert abs(W - W_mesh) < 1e-4
assert abs(walk_sum + walk_tail - 3 * W) < 2e-3    # next tail term is of this size
eps_c = 1 / (6 * W)
mu_c = 1 - eps_c
print(f"Watson integral W, Bessel quadrature: {W:.8f}")
print(f"Watson integral W, gamma-function form: {W_gamma:.8f}")
print(f"Watson integral W, k-mesh extrapolated: {W_mesh:.6f}")
print("Return probabilities P2, P4, P6:",
      " ".join(f"{return_probability(n):.5f}" for n in (1, 2, 3)))
print(f"Walk sum through P{2*n_walk}: {walk_sum:.5f}; tail estimate: {walk_tail:.5f}")
print(f"Walk sum plus tail: {walk_sum+walk_tail:.5f}; 3W: {3*W:.5f}")
print(f"F at band top, 6W: {6*W:.5f}")
print(f"Critical eps: {eps_c:.5f}; critical mass ratio: {mu_c:.5f}")

# ---- F(s) against its definition, and its fall with s ----
c = np.cos((np.arange(40) + 0.5) * pi / 40)
x = (3 - c[:, None, None] - c[None, :, None] - c[None, None, :]) / 6
for s in (1.1, 1.3, 2.0):
    assert abs(F(s) - np.mean(1 / (1 - x / s))) < 1e-7
samples = [F(s) for s in (1.0, 1.01, 1.1, 1.5, 3.0, 30.0)]
assert all(a > b > 1 for a, b in zip(samples, samples[1:]))

# ---- threshold from direct diagonalization of finite lattices ----
small, large = 12, 24


def crossing(mu):
    return (small**2 * (lattice_top(small, mu)[0] - 1)
            - large**2 * (lattice_top(large, mu)[0] - 1))


mu_cross = brentq(crossing, 0.60, 0.74, xtol=1e-5)
assert abs(mu_cross - mu_c) < 0.004        # size corrections of order 1/(12*24)
ratios = {}
for mu in (0.55, 0.80):
    ratios[mu] = (lattice_top(small, mu)[0] - 1) / (lattice_top(large, mu)[0] - 1)
assert abs(ratios[0.55] - 1) < 0.05        # bound: independent of size
assert 7 < ratios[0.80] < 10               # unbound: close to (24/12)^3 = 8
print(f"Critical mass ratio from lattices L={small},{large}: {mu_cross:.4f}")
print(f"(s-1) ratio L={small} to L={large}, mass ratio 0.55: {ratios[0.55]:.4f}")
print(f"(s-1) ratio L={small} to L={large}, mass ratio 0.80: {ratios[0.80]:.3f}")

# ---- law just below threshold ----
errors = []
for step in (0.002, 0.001):
    mu = mu_c - step
    kappa = pi / 3 * (6 * W - 1 / (1 - mu))
    exact = bound_s(mu) - 1
    errors.append(kappa**2 / 12 / exact - 1)
    print(f"mu_c-mu={step}: s-1 exact {exact:.4e}, law {kappa**2/12:.4e}")
assert abs(errors[1]) < 0.03 and abs(errors[1]) < 0.6 * abs(errors[0])


# ---- mode frequency and shape against diagonalization ----
def impurity_share(mu, s):
    eps = 1 - mu
    minus_dH = 36 * bessel_integral(6 * (s - 1), power=1)
    return mu / (eps**2 * s**2 * minus_dH - eps)


print("Mass ratio: frequency/band top, impurity share p")
for mu in (0.65, 0.60, 0.50, 0.40, 0.30):
    s = bound_s(mu)
    p = impurity_share(mu, s)
    if mu <= 0.60:
        s_lat, vec = lattice_top(24, mu)
        assert abs(s - s_lat) < 1e-5
        assert abs(p - vec[0]**2) < 2e-3
        neighbour = vec[1] / (vec[0] / sqrt(mu))
        assert abs(neighbour - (1 - 2 * mu * s)) < 1e-4
    print(f"  {mu:.2f}: {sqrt(s):.5f}, {p:.4f}")

# ---- worked example: aluminium in copper, rough round inputs ----
m_imp, m_host, f_top, spacing, T = 27.0, 63.5, 7.3, 0.256, 300.0
mu = m_imp / m_host
s = bound_s(mu)
p = impurity_share(mu, s)
f_loc = f_top * sqrt(s)
K = m_host * const.atomic_mass * (2 * pi * f_top * 1e12)**2 / 12
energy = const.h * f_loc * 1e12
assert abs(s - lattice_top(16, mu)[0]) < 1e-7
print(f"Example masses: {m_imp} u in {m_host} u; band top {f_top} THz")
print(f"Example neighbour distance {spacing} nm; temperature {T:.0f} K")
print(f"Mass ratio: {mu:.4f}; eps: {1-mu:.4f}; 1/eps: {1/(1-mu):.4f}")
print(f"Scalar spring constant K: {K:.2f} N/m")
print(f"Root s: {s:.5f}; frequency/band top: {sqrt(s):.5f}")
print(f"Local mode: {f_loc:.3f} THz = {energy/const.e*1e3:.2f} meV")
print(f"Impurity share p: {p:.4f}; u1/u0: {1-2*mu*s:.4f}")
print(f"Heaviest binding impurity in this host: {mu_c*m_host:.2f} u")

# ---- neglected effect: fcc geometry and three polarizations ----
bonds = np.array([b for b in itertools.product((-1, 0, 1), repeat=3)
                  if np.abs(b).sum() == 2], float)
outer = np.einsum('bi,bj->bij', bonds, bonds).reshape(12, 9) / 2


def fcc_squares(n):
    """Squared frequencies in K/M, central springs, from the sum over 12 bonds."""
    t = (np.arange(n) + 0.5) * pi / n
    q = np.stack(np.meshgrid(t, t, t, indexing='ij'), -1).reshape(-1, 3)
    return np.linalg.eigvalsh(((1 - np.cos(q @ bonds.T)) @ outer).reshape(-1, 3, 3))


fcc = {n: fcc_squares(n) for n in (16, 24, 48)}
L_point = np.full(3, pi / 2)
fcc_top = np.linalg.eigvalsh(((1 - np.cos(bonds @ L_point)) @ outer).reshape(3, 3))[-1]
assert all(v.max() < fcc_top for v in fcc.values())
assert fcc_top - fcc[48].max() < 0.05


def fcc_F(s, n):
    return np.mean(1 / (1 - fcc[n] / (fcc_top * s)))


def fcc_mode(n):
    return f_top * sqrt(brentq(lambda s: fcc_F(s, n) - 1 / (1 - mu), 1.02, 20))


def fcc_threshold(n1, n2):
    return 1 - (n2 - n1) / (n2 * fcc_F(1.0, n2) - n1 * fcc_F(1.0, n1))


f_fcc, thr_fcc = fcc_mode(48), fcc_threshold(24, 48)
shift_f, shift_thr = f_fcc - fcc_mode(24), thr_fcc - fcc_threshold(16, 24)
assert abs(shift_f) < 1e-3 and abs(shift_thr) < 5e-3
print(f"fcc vector model, local mode: {f_fcc:.3f} THz (mesh shift {shift_f:.1e} THz)")
print(f"fcc vector model, critical mass ratio: {thr_fcc:.4f} (mesh shift {shift_thr:.1e})")

# ---- neglected effects: changed springs, second impurity, anharmonicity ----
for factor in (0.8, 1.2):
    f_spring = f_top * sqrt(lattice_top(16, mu, spring=factor)[0])
    print(f"Impurity springs times {factor}: {f_spring:.3f} THz")
f_pair = f_top * sqrt(lattice_top(16, mu, sites=((0, 0, 0), (4, 0, 0)))[0])
print(f"Second impurity 4 spacings away: upper mode shifts {(f_pair-f_loc)*1e3:.3f} GHz")
omega = 2 * pi * f_loc * 1e12
mean_square = (p * const.hbar / (2 * m_imp * const.atomic_mass * omega)
               / tanh(energy / (2 * const.k * T)))
rms_pm = sqrt(mean_square) * 1e12
print(f"Local-mode rms amplitude of impurity at {T:.0f} K: {rms_pm:.2f} pm")
print(f"Same, relative to neighbour distance: {rms_pm/(spacing*1e3):.4f}")
print("checks complete")
```

Output:

```
Watson integral W, Bessel quadrature: 0.50546202
Watson integral W, gamma-function form: 0.50546202
Watson integral W, k-mesh extrapolated: 0.505462
Return probabilities P2, P4, P6: 0.16667 0.06944 0.03987
Walk sum through P40: 1.41397; tail estimate: 0.10305
Walk sum plus tail: 1.51702; 3W: 1.51639
F at band top, 6W: 3.03277
Critical eps: 0.32973; critical mass ratio: 0.67027
Critical mass ratio from lattices L=12,24: 0.6700
(s-1) ratio L=12 to L=24, mass ratio 0.55: 1.0000
(s-1) ratio L=12 to L=24, mass ratio 0.80: 7.580
mu_c-mu=0.002: s-1 exact 3.0685e-05, law 3.0552e-05
mu_c-mu=0.001: s-1 exact 7.7009e-06, law 7.6843e-06
Mass ratio: frequency/band top, impurity share p
  0.65: 1.00147, 0.1822
  0.60: 1.01527, 0.4682
  0.50: 1.07467, 0.7306
  0.40: 1.17471, 0.8476
  0.30: 1.33405, 0.9124
Example masses: 27.0 u in 63.5 u; band top 7.3 THz
Example neighbour distance 0.256 nm; temperature 300 K
Mass ratio: 0.4252; eps: 0.5748; 1/eps: 1.7397
Scalar spring constant K: 18.49 N/m
Root s: 1.31118; frequency/band top: 1.14507
Local mode: 8.359 THz = 34.57 meV
Impurity share p: 0.8249; u1/u0: -0.1150
Heaviest binding impurity in this host: 42.56 u
fcc vector model, local mode: 8.554 THz (mesh shift -1.8e-15 THz)
fcc vector model, critical mass ratio: 0.7548 (mesh shift 2.5e-05)
Impurity springs times 0.8: 7.585 THz
Impurity springs times 1.2: 9.105 THz
Second impurity 4 spacings away: upper mode shifts 1.115 GHz
Local-mode rms amplitude of impurity at 300 K: 5.62 pm
Same, relative to neighbour distance: 0.0220
checks complete
```
